# Copper film between unlike liners: resistivity and the mean wall specularity

A copper film in an interconnect stack may rest on one barrier metal and be capped by another. An electron that reaches the lower interface may be reflected like light from a mirror, keeping its motion along the film, while one that reaches the upper interface may be scattered at random. Random scattering at either interface raises the resistivity, most strongly when the film is thin. Does it matter how the roughness is shared between them, or does only the average quality count?

If a single bulk collision erases an electron's drift, then in a film much thicker than the mean free path the leading increase depends only on the arithmetic mean of the two specularities. In thinner films the mean is no longer sufficient.

## The model and the result

The film occupies $0<z<d$ and carries a current along $x$. Its electrons are degenerate, with an isotropic parabolic band, Fermi speed $v$, a single relaxation time $\tau$ and mean free path $\lambda=v\tau$. The wall at $z=0$ reflects specularly with probability $p$, the wall at $z=d$ with probability $q$. A specular reflection reverses $v_z$ and leaves $v_x$ unchanged. Any other reflection is diffuse: the electron leaves with no memory of its $v_x$. Electrons that enter a metal liner are counted as diffuse too, on the assumption that they lose their drift there and that those returning to the film have no mean $v_x$. For now $p$ and $q$ do not depend on angle. Define

$$\kappa=\frac d\lambda,\qquad m=\frac{p+q}{2},\qquad P=pq .$$

With $\rho_0=1/\sigma_0$ the bulk resistivity, the result is

$$\frac{\rho}{\rho_0}-1=x+O(\kappa^{-2}),\qquad x=\frac{3(1-m)}{8\kappa}. \tag{1}$$

## First derivation: the Boltzmann equation

Let the field be $F$ along $x$ and the electron charge $-e$. Write the distribution as $f=f_0(\varepsilon)+g$, with $g$ linear in $F$. The force is $-eF$, and $\partial f_0/\partial v_x=Mv_xf_0'$ for band mass $M$, so the steady linear equation is

$$v_z\frac{\partial g}{\partial z}+\frac g\tau=eFv_xf_0' .$$

Far from walls $g=eF\tau v_xf_0'$. In the film, write $g=eF\tau v_xf_0'\,\varphi$, so that $\varphi$ measures the deviation relative to its bulk value. Let $u=|v_z|/v$, and let $\varphi_+$ and $\varphi_-$ refer to electrons moving towards larger and smaller $z$. Then

$$\pm\lambda u\frac{d\varphi_\pm}{dz}=1-\varphi_\pm .$$

The solutions approach 1 away from the wall that the electrons have left:

$$\varphi_+=1-a\,e^{-z/(\lambda u)},\qquad \varphi_-=1-b\,e^{-(d-z)/(\lambda u)} .$$

Diffusely emitted electrons have no mean $v_x$ and add nothing to $g$. Only the specular fraction carries the deviation back into the film:

$$\varphi_+(0)=p\,\varphi_-(0),\qquad \varphi_-(d)=q\,\varphi_+(d).$$

With $E=e^{-\kappa/u}$, the probability of crossing the film without a bulk collision, these conditions read $1-a=p(1-bE)$ and $1-b=q(1-aE)$, or

$$a=1-p+pEb,\qquad b=1-q+qEa. \tag{2}$$

Substituting the second into the first gives $a(1-PE^2)=1-p+p(1-q)E$. Exchanging $p$ and $q$ gives $b$. Since $p+q=2m$, the sum is

$$a+b=\frac{2(1-m)+2(m-P)E}{1-PE^2}. \tag{3}$$

The thickness average of either exponential is

$$\frac1d\int_0^d e^{-z/(\lambda u)}dz=\frac{u}{\kappa}(1-E).$$

The current is weighted by $v_x^2$, whose average over the azimuth is $v^2(1-u^2)/2$. Dividing by the bulk value, for which $\varphi_+=\varphi_-=1$ and $\int_0^1 2(1-u^2)du=4/3$, gives

$$\frac{\sigma}{\sigma_0}=\frac34\int_0^1(1-u^2)\left[2-\frac u\kappa S\right]du
=1-\frac{3}{4\kappa}\int_0^1u(1-u^2)S\,du, \tag{4}$$

where $S=(1-E)(a+b)$.

### Separating the mean from the rest

If $E$ is dropped, $S$ becomes $2(1-m)$. To find what this omits, write $S=2(1-m)-R$. Multiplying out the numerator of $S$,

$$(1-PE^2)S=2(1-m)+2(2m-P-1)E-2(m-P)E^2 .$$

Subtracting this from $2(1-m)(1-PE^2)$ gives

$$(1-PE^2)R=2E(1-2m+P)+2E^2(m-2P+mP).$$

The first bracket is $(1-p)(1-q)$. The second is $\tfrac12[p(1-q)^2+q(1-p)^2]$, as expansion confirms. Both are non-negative, so $R\ge0$.

An upper bound follows from $R/E$. Its numerator does not decrease with $E$ and its denominator does not increase, so $R/E$ is largest at $E=1$. There $S=0$ if $P<1$, and therefore $R=2(1-m)$. Hence

$$0\le R\le2(1-m)E\le2(1-m)e^{-\kappa},$$

the last step because $u\le1$. If $p=q=1$, then $S=R=0$ and there is no size effect.

Since $\int_0^1u(1-u^2)du=\tfrac12-\tfrac14=\tfrac14$, the part $2(1-m)$ of $S$ contributes $-x$ to (4). Therefore

$$\frac{\sigma}{\sigma_0}=1-x+r,\qquad 0\le r\le x\,e^{-\kappa}. \tag{5}$$

For large $\kappa$, inversion gives $\rho/\rho_0=1+x+x^2+\dots$ apart from exponentially small terms, which proves (1). It also shows more: every power of $1/\kappa$ in this expansion contains $p$ and $q$ through $m$ alone.

## Second derivation: counting lost path

The same result can be reached by following electrons forward in time. Regard the steady field as a succession of short pulses. A pulse of duration $dt$ shifts every electron's momentum by $-eF\,dt$ and changes the distribution by

$$\delta f=eF\,v_xf_0'\,dt,$$

uniformly across the film. To first order in $F$, this excess then evolves as if no field were present. Each electron keeps its $v_x$ through specular reflections until a bulk collision or a diffuse reflection erases it. If the mean time until erasure is $T$, adding the current left by all earlier pulses gives

$$\sigma=e^2\left\langle\int\frac{2\,d^3k}{(2\pi)^3}(-f_0')\,v_x^2\,T\right\rangle_z ,$$

where the brackets average over the starting depth. In the bulk $T=\tau$. With $L=vT$ the mean path until erasure and $n_x=v_x/v$, the ratio is

$$\frac{\sigma}{\sigma_0}=\frac{3\langle n_x^2L\rangle}{\lambda}, \tag{6}$$

averaged over depth and direction, because $\langle n_x^2\rangle=1/3$.

In a thick film, consider an electron at distance $h$ from the upper wall and moving towards it. It arrives without a bulk collision with probability $e^{-h/(\lambda u)}$. Bulk collisions have no memory, so on arrival it still has a mean free path $\lambda$ ahead of it. A diffuse reflection, of probability $1-q$, removes that path. The mean loss is therefore $(1-q)\lambda e^{-h/(\lambda u)}$. Averaging over $h$ in a film with $d\gg\lambda$ gives $(1-q)\lambda u/\kappa$.

Half of the electrons move towards each wall, and the azimuthal average of $n_x^2$ is $(1-u^2)/2$. The total relative loss in (6) is

$$3\cdot\frac12\int_0^1\frac{1-u^2}{2}\,\frac u\kappa\,\big[(1-p)+(1-q)\big]du
=\frac{3(2-p-q)}{16\kappa}=x .$$

This shows why the arithmetic mean appears. Each wall removes path in proportion to its own diffuse probability, and an electron that meets one wall almost never reaches the other before a bulk collision. The two losses simply add.

Repeated encounters can be included. Let $A\lambda$ and $B\lambda$ be the mean path lost, now and later, by an electron arriving at the lower and upper wall. At the lower wall it loses $\lambda$ with probability $1-p$. Otherwise it is reflected, crosses with probability $E$, and then loses $B\lambda$ on average. Thus

$$A=1-p+pEB,\qquad B=1-q+qEA ,$$

which are equations (2), so $A=a$ and $B=b$. Averaging the losses over the starting depth again gives the factor $(u/\kappa)(1-E)$, and (6) becomes (4).

Two numerical checks support (4). Randomly sampled three-dimensional paths with $\kappa=1$, $p=0.6$, $q=0$ gave $\sigma/\sigma_0=0.7638\pm0.0013$, against 0.7650 from (4). A direct numerical solution of the boundary-value problem, for five cases between $\kappa=0.5$ and 20, differed from (4) by at most $1.4\times10^{-7}$ in $\sigma/\sigma_0$.

## What each derivation assumes

Both treat electrons as classical particles between collisions, use one mean free path throughout the film, and are linear in the field. Both need specular reflection to preserve $v_x$ and diffuse reflection to erase it.

They express bulk scattering differently. The Boltzmann derivation assumes that the deviation $g$ decays at the rate $1/\tau$. The path derivation assumes that collisions occur at random with that rate and that one collision erases $v_x$. These statements are equivalent here. If most bulk collisions turned an electron only slightly, neither derivation would hold as written: the first would need a term for electrons scattered into each direction, and the second would have to follow the path beyond the first collision. The mean-only rule then ceases to be exact even at leading order, because an electron can return to the wall it has just left while still remembering $v_x$. For a Henyey–Greenstein bulk kernel with mean cosine 0.6, and $\lambda$ taken as the transport mean free path, the factor $3/8=0.375$ in (1) becomes 0.350 for the pair $(p,q)=(0.3,0.3)$ and 0.346 for $(0.6,0)$.

They also look in opposite directions along a path. The first looks back to the wall an electron has left, the second ahead to the wall it will meet. At depth $z$ the term $a\,e^{-z/(\lambda u)}$ therefore belongs to electrons moving up in the first derivation and to electrons moving down in the second; for $b\,e^{-(d-z)/(\lambda u)}$ the roles are exchanged. Since $A=a$ and $B=b$, the sum over both directions is the same, so the mean relative loss at a given starting depth equals the local current deficit there.

Neither derivation requires constant specularities. The bound on $R$ holds separately at each $u$. If the walls have $p(u)$ and $q(u)$, equation (5) remains true with

$$m=\int_0^1 4u(1-u^2)\,\frac{p(u)+q(u)}2\,du .$$

## Where the mean is not enough

Return to constant specularities, hold $m$ fixed, and write $p=m+\delta$, $q=m-\delta$, so that $P=m^2-\delta^2$. Differentiating (3) with respect to $P$ gives the numerator

$$-2E(1-PE^2)+E^2[2(1-m)+2(m-P)E]=-2E(1-E)(1+mE).$$

With the further factor $1-E$ in $S$,

$$\left(\frac{\partial S}{\partial P}\right)_m=-\frac{2E(1-E)^2(1+mE)}{(1-PE^2)^2}\le0 .$$

Equal walls have the largest $P$, hence the smallest $S$ and, in this model, the lowest resistivity at given $m$.

In a thick film the difference is small. To first order in $E$, $R=2E(1-p)(1-q)=2E[(1-m)^2-\delta^2]$. Making the walls unequal therefore lowers $\sigma/\sigma_0$ by

$$\frac{3\delta^2}{2\kappa}\int_0^1u(1-u^2)e^{-\kappa/u}du=\frac{3\delta^2}{2\kappa}\,[E_3(\kappa)-E_5(\kappa)],$$

where $E_n(\kappa)=\int_1^\infty t^{-n}e^{-\kappa t}dt$ and $t=1/u$. For $\kappa=8$, $m=\delta=0.3$, this gives $7.863\times10^{-8}$; the full formula (4) gives $7.861\times10^{-8}$.

The opposite limit is $\kappa\ll1-P$. Put $w=\kappa/u$. For $w\ll1$, $E\simeq1-w$ and $(1-E)/w\simeq1-w/2$, while (3) gives

$$a+b\simeq2-\frac{2(m+P)}{1-P}\,w .$$

The bracket in (4) is then

$$2-\frac Sw\simeq w\left[1+\frac{2(m+P)}{1-P}\right]=\frac\kappa u\,\frac{(1+p)(1+q)}{1-pq}.$$

Integrating $1/u$ from about $\kappa$ to 1 produces a logarithm; smaller $u$ contribute only at order $\kappa$. Thus

$$\frac\sigma{\sigma_0}\simeq\frac{3\kappa}4\,\frac{(1+p)(1+q)}{1-pq}\,\ln\frac1\kappa .$$

This is not a function of the mean. The coefficient of $\kappa\ln(1/\kappa)$ is 1.393 for the pair $(0.3,0.3)$ and 1.200 for $(0.6,0)$. The law is approached only logarithmically: at $\kappa=0.01$ it exceeds (4) by 8% and 2% for these pairs, and for $(0.95,0.95)$ it gives 1.35, which is impossible. In copper at room temperature the regime is barely reached, since $\kappa=0.1$ means $d\approx3.9$ nm, where the spacing of quantized directions, $\pi/(k_Fd)\approx0.06$, is already comparable to the cutoff $u\sim\kappa$.

## Numbers for copper

Take a rough bulk resistivity of 1.7 µΩ cm near room temperature, and set the lattice constant to 0.361 nm as a model input. One free electron per atom gives $n=8.50\times10^{28}$ m$^{-3}$ and $k_F=(3\pi^2n)^{1/3}=13.6$ nm$^{-1}$. From $\sigma_0=ne^2\tau/M$ and $v=\hbar k_F/M$,

$$\lambda=\frac{\hbar k_F}{ne^2\rho_0}=38.7\ \text{nm}.$$

At $d=200$ nm, $\kappa=5.17$. For $m=0.3$, $x=3(0.7)/(8\times5.17)=0.0508$, a leading increase of $1.7\times0.0508=0.086$ µΩ cm. The table compares this law with the full formula; increases are in µΩ cm.

| $d$ (nm) | leading, $m=0.3$ | $(0.3,0.3)$ | $(0.6,0)$ | $(0.4,0)$ |
|---|---|---|---|---|
| 200 | 0.086 | 0.091 | 0.091 | 0.105 |
| 100 | 0.173 | 0.190 | 0.190 | 0.220 |
| 40 | 0.431 | 0.495 | 0.504 | 0.583 |
| 10 | 1.725 | 1.829 | 1.936 | 2.195 |

The increase for $(0.6,0)$ exceeds that for $(0.3,0.3)$ by 0.008% of the latter at 200 nm, 1.8% at 40 nm and 5.9% at 10 nm. The pair with mean 0.2 stands apart at every thickness shown.

The leading law falls below the full increase for equal walls by 13% at 40 nm, but by only 6% at 10 nm. This is not renewed validity of the expansion, since $x=1.01$ at 10 nm. From (5),

$$\frac\rho{\rho_0}-1-x=\frac{x^2-(1+x)r}{1-x+r}.$$

At 10 nm, $r=0.497$, so the numerator is $1.030-1.001=0.029$. Two large corrections nearly cancel.

The absolute leading increase is $\Delta\rho=3\rho_0\lambda(1-m)/(8d)$. Because $\rho_0\lambda=\hbar k_F/(ne^2)$ depends only on the electron density, this term does not change with temperature if the density and specularities are fixed and each bulk collision still erases $v_x$. The last condition can fail on strong cooling, when phonons turn electrons only slightly. Heating to 378 K, with a rough temperature coefficient of 0.0039 K$^{-1}$, raises the bulk resistivity to 2.26 µΩ cm. The full surface increase for equal walls at 200 nm changes only from 0.091 to 0.090 µΩ cm.

Real copper lines also contain grain boundaries, which this model omits. The specularities here are round parameters, not measured values for particular barriers. Suppose the grain size equals $d$ and a boundary reflects 30% of electrons, a rough value. The Mayadas–Shatzkes model then gives a grain-boundary increase, taken alone, of 0.21 µΩ cm at 200 nm and 0.99 at 40 nm, about twice the surface term in each case. The two terms do not simply add: with both mechanisms present, the surface part for equal walls falls from 0.091 to 0.088 µΩ cm at 200 nm and from 0.495 to 0.459 at 40 nm. Two 3 nm liners of 200 µΩ cm carry only 0.2% of the copper current at 40 nm, but occupy 13% of the stack. Narrow lines also have side walls, which this film model omits. Equation (1) therefore ranks liner pairs by their surface contribution in a wide, thick film; it does not predict the total resistivity of a line.

Angular dependence matters in thin films too. Two equal walls with $p(u)=e^{-(2k_Fhu)^2}$ and $h=0.086$ nm have weighted mean 0.3. This $h$ is chosen to give that mean and is about half an atomic step on Cu(001); $h=0.18$ nm would give a mean of only 0.08. Their increase agrees with that of constant specularities to the printed digits at 200 nm, but is 0.455 instead of 0.495 µΩ cm at 40 nm. The numerical output below lists these and the remaining estimates.

## Table of computed values

```
lattice constant 0.361 nm, bulk rho0 1.7 uohm cm at 293 K (rough)
electron density 8.502e+28 m^-3, k_F 13.60 nm^-1
Fermi energy 7.05 eV, mean free path 38.7 nm
rho0*mfp = 65.73 uohm cm nm
collocation vs formula, largest error in sigma/sigma0: 1.4e-07
paths kappa=0.3 p=0.9 q=0.0: 0.5499 +- 0.0010, formula 0.5491
paths kappa=1.0 p=0.6 q=0.0: 0.7638 +- 0.0013, formula 0.7650
kappa=8 sigma/sigma0 loss by unequal walls: 7.861e-08, law 7.863e-08
thin-film log coefficient p=0.3 q=0.3: 1.393
thin-film log coefficient p=0.6 q=0.0: 1.200
resistivity increase in uohm cm; columns: d/nm, kappa, leading law,
  pair (0.3,0.3), pair (0.6,0.0), pair (0.4,0.0)
   200  5.173   0.08627   0.09085   0.09085   0.10462
   100  2.586   0.17254   0.18968   0.19008   0.22009
    40  1.035   0.43136   0.49500   0.50413   0.58297
    20  0.517   0.86272   0.97398   1.01226   1.15960
    10  0.259   1.72544   1.82869   1.93572   2.19530
columns: d/nm, x, r(0.3,0.3), r(0.6,0.0), bound x*exp(-kappa), excess rise %
   200 0.05075 0.000020 0.000016 0.000288 0.008
   100 0.10150 0.001120 0.000929 0.007642 0.212
    40 0.25374 0.028230 0.025020 0.090179 1.845
    20 0.50748 0.143239 0.134266 0.302536 3.930
    10 1.01496 0.496729 0.482546 0.783662 5.853
rough inputs: grain reflection 0.3, grain size = d, liner 3.0 nm each,
  liner rho 200 uohm cm, use at 378 K, coefficient 0.0039 /K
hot bulk rho 2.264 uohm cm, hot mean free path 29.0 nm
d=200 nm: grain-boundary increase alone 0.206 uohm cm
  liner current / copper current 0.027 %, liner share of stack 2.9 %
  surface increase cold 0.0908, hot 0.0897 uohm cm
  angle-dependent walls, same mean: 0.0908 uohm cm
  transverse subbands k_F d/pi = 866
d=40 nm: grain-boundary increase alone 0.992 uohm cm
  liner current / copper current 0.165 %, liner share of stack 13.0 %
  surface increase cold 0.4950, hot 0.4914 uohm cm
  angle-dependent walls, same mean: 0.4547 uohm cm
  transverse subbands k_F d/pi = 173
roughness giving that angle dependence: 0.086 nm
normal mass 20 % heavier: leading term times 0.886
thermal smearing kT/E_F at 378 K: 0.0046
```
